# Chain-of-spheres seminumerical exchange: derivation, cost and overlap fitting, part 2

The exchange matrix $K_{\mu\nu}=\int\chi_\mu g_\nu\,d\mathbf r$, with $g_\nu=\sum_{\lambda\sigma}\chi_\lambda P_{\lambda\sigma}A_{\nu\sigma}$ and $E_x=-\tfrac14P:K$ ($A:B=\sum_{\mu\nu}A_{\mu\nu}B_{\mu\nu}$), is computed in atomic units for $N$ real Gaussians $\chi_\mu$ with overlap $S$ and closed-shell density matrix $P$, $\mathrm{Tr}\,PS=N_e$. $A_{\nu\sigma}(\mathbf r)$ is the analytic potential of $\chi_\nu\chi_\sigma$, for the Coulomb kernel or $\mathrm{erf}(\omega s)/s$. For s Gaussians with exponent sum $p$, product centre $\mathbf c$ and $R=|\mathbf r-\mathbf c|$, the Coulomb kernel gives

$$A_{\nu\sigma}=S_{\nu\sigma}\,2\sqrt{p/\pi}\int_0^1e^{-pR^2u^2}du=S_{\nu\sigma}\frac{\mathrm{erf}(\sqrt p\,R)}{R}\le 2S_{\nu\sigma}\sqrt{p/\pi}.\tag{1}$$

The integral over $\mathbf r$ uses $M=mN$ points $\mathbf r_g$ with weights $w_g$: $X_{\mu g}=\sqrt{w_g}\,\chi_\mu(\mathbf r_g)$, $G_{\nu g}=\sqrt{w_g}\,g_\nu(\mathbf r_g)$, $\tilde K=XG^T$ (plain), $\tilde S=XX^T$. Split $g_\nu=\sum_\kappa\chi_\kappa C_{\kappa\nu}+r_\nu$ with $C=S^{-1}K$, and let $\rho_{g\nu}=\sqrt{w_g}\,r_\nu(\mathbf r_g)$. With the matrix $R=X\rho$, $\tilde K=\tilde SC+R$ and

$$\tilde K-K=(\tilde S-S)S^{-1}K+R,\tag{4}$$

the in-span and residual terms. Least-squares fitting of $g_\nu$ on the grid, then analytic integration, gives

$$K^{\rm fit}=Q\tilde K,\qquad Q=S\tilde S^{-1},\qquad Q\tilde S=S.\tag{5}$$

$$K^{\rm fit}-K=QR.\tag{6}$$

With $\bar B=S^{-1/2}BS^{-1/2}$ (Löwdin form), Frobenius norms, and $\varepsilon<1$ the spectral norm of $\bar{\tilde S}-1$,

$$\|\bar R\|/(1+\varepsilon)\le\|\overline{K^{\rm fit}-K}\|\le\|\bar R\|/(1-\varepsilon).\tag{7}$$

With $\mathrm{sym}\,B=\tfrac12(B+B^T)$,

$$\|\overline{\tilde K-K}\|^2=\|\overline{\mathrm{sym}\,\tilde K-K}\|^2+\|\overline{\tilde K-\mathrm{sym}\,\tilde K}\|^2.\tag{3}$$

With $\tilde K[D]$ built from $D^TX$ in place of $PX$, the fitted energy varies as

$$\delta E^{\rm fit}=-\tfrac14\,\delta P:\big(Q\tilde K[P]+\tilde K[Q^TP]\big);\tag{8}$$

$Q=1$ gives the plain case. As $\omega\to0$, with $\gamma=2\omega/\sqrt\pi$, $K\to\gamma SPS$ and $\tilde K-K\to\gamma(\tilde S-S)PS$, while the fitted relative error is of order $\omega^2$.

Screening keeps a pair in a batch of points if $\max|X|\,\max_g|(PX)_{\sigma g}|\,b_{\nu\sigma}>\tau$, where $b_{\nu\sigma}\ge|A_{\nu\sigma}|$. Unscreened, $MN(N+1)/2$ potential integrals compete with about $N^4/8$ four-index integrals, crossing at $N\approx4m$.

The half-filled chain has alternating hoppings $t_1,t_2$ in an orthonormal basis. $P$ decays exponentially for $t_2<t_1$ (gapped) and as inverse distance for $t_2=t_1$ (gapless).

## Stability and failure modes

The inverse of $\tilde S$ needs rank $X=N$, so $M\ge N$ and every combination of basis functions must be sampled. A diffuse function reaching beyond the outermost shell, or a tight one between radial points, moves an eigenvalue of $\bar{\tilde S}$ away from one; as an eigenvalue $\lambda$ with unit eigenvector $v$ approaches zero, (6) divides $v^T\bar R$ by $\lambda$. Since $v^TS^{-1/2}X$ has norm $\sqrt\lambda$, $\|v^T\bar R\|\le\sqrt\lambda\,\|\rho S^{-1/2}\|$, so that component of the fitted error is at most $\lambda^{-1/2}\|\rho S^{-1/2}\|$. It need not grow: for a single function $K^{\rm fit}=\tilde K/\tilde S$ is a weighted mean of $PA(\mathbf r_g)$ and stays bounded. The norm $\|\bar{\tilde S}-1\|\ge\varepsilon$ costs no potential integrals, and a value below one guarantees that the inverse exists and that (7) holds. A large value does not by itself mean failure, since scaling all weights changes it and leaves $K^{\rm fit}$ unchanged. The norm does not measure the residual $R$: a rule can be exact for overlaps and still integrate $\chi_\mu g_\nu$ poorly. The condition number of $\tilde S$ is the square of that of $X$, so near-linear dependence in the basis should be projected out before the solve. Some Lebedev rules have negative weights; then $\sqrt{w_g}$ is not real, the whole weight must go on one factor, (4) to (6) still hold if $\tilde S$ is invertible, but $\tilde S$ need not be positive and the least-squares reading is lost. $\tilde S$ must be built from the grid and the truncated $X$ used for $\tilde K$, since (6) rests on $\tilde K=\tilde SC+R$ with that same matrix. The bound (1) is for primitive s pairs; for other shells $S_{\nu\sigma}$ can vanish by symmetry, and for contracted s functions with coefficients of both signs by cancellation, while $A_{\nu\sigma}$ does not, so the overlap cannot serve as $b$.

## Model chain

The model has normalized s Gaussians with $\alpha=1$ bohr$^{-2}$ ($p=2$) at spacing 2 bohr, so $S_{j,j+n}=e^{-2n^2}$ and the neighbour overlap is $0.13534$. $P$ is the open half-filled chain, transformed with $S^{-1/2}$ on both sides. All integrands are axially symmetric; the grid is a trapezoid rule of step $h$ along the axis times a Gauss–Laguerre rule in $p\varrho^2$, with $\varrho$ the distance from the axis. Equation (1) for the Coulomb kernel and the analytic reference $K$ for both kernels (erf at $\omega=0.3$ bohr$^{-1}$) were tested against library integrals to $10^{-10}$. The values of the tests are in the numerical output below.

For the cost test $h=0.4$ bohr, there are 10 radial points (50 points per site) and $\tau=10^{-7}$ $E_h$. The counts are of integrals evaluated after screening, with $(\nu,\sigma)$ and $(\sigma,\nu)$ counted separately.

| $N$ | $t_2/t_1=0.25$ | $t_2/t_1=1$ |
|---|---|---|
| 40 | 197100 | 395200 |
| 80 | 433100 | 1533500 |
| 160 | 905100 | 5937100 |
| 320 | 1849100 | 22982200 |

The largest element error against the analytic $K$ is $3.5\times10^{-8}$ $E_h$ (gapped) and $1.5\times10^{-8}$ $E_h$ (gapless) at each $N$. The gapped counts rise by $236000$, $472000$ and $944000$ for 40, 80 and 160 added sites, 5900 per site each time, or $5900/50=118$ per interior point; the four values fit $5900N-38900$. The negative end term is why the local exponents $1.136$, $1.063$, $1.031$ approach one from above. The gapless exponents are $1.956$, $1.953$, $1.953$. Their small shortfall from 2 is not analysed here. Geometry, basis and grid are the same in both columns, so the difference is due to $P$.

The fitting tests use $N=8$, the gapped $P$, $h=0.9$ bohr and 3 radial points. The radial rule is exact for overlaps, and Poisson summation of $\sqrt{p/\pi}\,e^{-pz^2}$, whose transform is $e^{-k^2/4p}$, gives at $k=2\pi/h$ the leading error

$$\tilde S_{jj}-1=2e^{-\pi^2/(ph^2)}\cos(2\pi z_0/h),\tag{9}$$

with $z_0$ the offset of the grid from the centre. The amplitude $2e^{-\pi^2/1.62}=4.52\times10^{-3}$ matches the printed maximum. With the erf kernel, the plain error relative to $K$ (AO Frobenius norm) is $3.057\times10^{-3}$ at both $\omega=0.01$ and $0.005$ bohr$^{-1}$, equal to the predicted limit. The fitted error is $5.537\times10^{-7}$ and $1.385\times10^{-7}$, a ratio of $3.999$ against the predicted 4.

For the Coulomb kernel and a random symmetric $\delta P$ of unit norm, central differences, exact for a quadratic form, give $0.343947693$ $E_h$ (plain) and $0.342478575$ $E_h$ (fitted), as do the formulas. The matrix $\mathrm{sym}(Q\tilde K)$ gives $0.342477275$ $E_h$. The mismatch, $1.3\times10^{-6}$ $E_h$, is about a thousandth of the shift $1.47\times10^{-3}$ $E_h$ caused by fitting; this ratio is observed for one direction $\delta P$, is not derived, and is not typical. The ratio of the Frobenius norms of the mismatch and shift matrices in this chain is $1.0\times10^{-2}$, and for Au$_2$ below (Löwdin form) it is $0.38$ on the (20,50) grid and $0.30$ on (30,110).

A single function with $P=2$ shows that fitting can raise the error. Here $K=2\cdot2/\sqrt\pi=2.256758$ $E_h$ and $K^{\rm fit}=\tilde K/\tilde S$. With $h=1$ bohr the axial error of $\tilde K$ changes sign with $z_0$, and at $z_0=0.24882$ bohr the total error of $\tilde K$ vanishes to rounding. There $\tilde S=1.0001070$; equation (9) gives $2e^{-4.935}\cos(2\pi\cdot0.24882)=0.01438\times0.0074=1.07\times10^{-4}$. The fitted relative error is $1/1.0001070-1=-1.07\times10^{-4}$.

## Gold dimer

Au$_2$ is taken at a round 2.5 Å, roughly its bond length, at the RHF level with the LANL2DZ basis and effective core potential: $N=44$, $N_e=38$, $E_x=-23.773601$ $E_h$, $\|\bar K\|=11.7409$ $E_h$. The reference is the analytic $K$ in the same basis at the same converged $P$, so the differences below are grid error alone. Their size depends on the functions the grid must integrate. The values, and the ordering of plain and fitted errors, refer to this valence basis with its core potential and need not carry over to an all-electron basis with tight core functions. With def2-SVP and its core potential $E_x$ moves by $0.16$ $E_h$ to $-23.937$ $E_h$, $\|\bar K\|$ becomes $12.25$ $E_h$, the symmetrized grid errors on the two coarser grids are 2.3 to 3.2 times larger, and fitting lowers them by $1.61$ and $1.63$. The grids are unpruned Becke grids (Treutler–Ahlrichs radial, Lebedev angular points per atom), with zero-weight points removed and the bond along a fourfold axis of the Lebedev rule. The values depend on this orientation: rotating the angular grids to generic orientations raises the symmetrized norms by a factor 1.5 to 2.7 and gives gains of $1.85$ to $1.92$, $2.27$ to $2.35$ and $1.63$ on the three grids, with fitted still below plain. $S$ times the SVD least-squares coefficients agreed with $Q\tilde K$ to $10^{-8}$ $E_h$. Norms below are in m$E_h$, the last two columns after symmetrization.

| grid | in-span | residual | plain | fitted |
|---|---|---|---|---|
| (20,50) | 21.24 | 14.52 | 14.56 | 12.26 |
| (30,110) | 2.343 | 1.540 | 3.030 | 1.407 |
| (40,194) | 0.341 | 0.182 | 0.279 | 0.177 |

The tests require that both errors fall with the grid, by more than ten overall, that fitted is below plain, and that the in-span term exceeds the residual term. On the finest grid the errors relative to $\|\bar K\|$ are $2.4\times10^{-5}$ and $1.5\times10^{-5}$. Restoring the antisymmetric part by (3), the fitted error on (30,110) is $\sqrt{1.407^2+0.626^2}=1.540$, the residual term, as (7) requires for $\varepsilon\le1.9\times10^{-3}$. On (20,50) it is $\sqrt{12.26^2+7.59^2}=14.42$, within the 3.3% that (7) allows around $14.52$.

The gain in matrix norm is modest: $1.19$, $2.15$, $1.57$. The remainder $r$ carries only $0.175$ to $0.176$ of the norm of $g$ (grid norms, Löwdin form), yet its grid error is $0.68$, $0.66$ and $0.53$ of the in-span term on the three grids. The two terms of (4) cancel in part on (20,50) and (40,194), but add on (30,110), where the unsymmetrized plain error $\sqrt{3.030^2+0.420^2}=3.06$ exceeds $\sqrt{2.343^2+1.540^2}=2.80$. On (20,50) the unsymmetrized plain error is $\sqrt{14.56^2+2.53^2}=14.78$, below the in-span term alone, and the cosine between the terms is $(14.78^2-21.24^2-14.52^2)/(2\cdot21.24\cdot14.52)=-0.72$. Before symmetrization the gain there is $14.78/14.42=1.02$. Fitting raises the antisymmetric part on the two coarser grids and lowers it on the finest.

In this orientation the energy gains more. The errors in $E_x$ are $6.17$, $-0.75$, $0.037$ m$E_h$ plain and $-0.19$, $0.17$, $-0.004$ m$E_h$ fitted ($168$ meV against $-5$ meV on the coarsest grid); this improvement is observed, was not a test, and does not survive rotation of the angular grids. Generic orientations give plain and fitted errors of $1.36$, $-1.04$ and $-1.13$, $-1.25$ m$E_h$ on (20,50), $-0.19$, $0.20$ and $-0.74$, $-0.085$ m$E_h$ on (30,110), and $-0.116$, $0.091$ m$E_h$ on (40,194), so the fitted energy error can be the larger one. To first order in the grid error, plain minus fitted is $-\tfrac14\mathrm{Tr}[P(\tilde S-S)S^{-1}K]$. In the orbital basis $P=2\sum_i\mathbf c_i\mathbf c_i^T$ over occupied $i$ and $S^{-1}=\sum_q\mathbf c_q\mathbf c_q^T$ over all $q$, so it equals $-\tfrac12\sum_{iq}\Delta_{iq}K_{qi}$ with $\Delta_{iq}=\mathbf c_i^T(\tilde S-S)\mathbf c_q$. Keeping $q=i$, replacing $K_{ii}$ by its mean $-4E_x/N_e$ (from $E_x=-\tfrac12\sum_iK_{ii}$ over $N_e/2$ orbitals) and using $2\sum_i\Delta_{ii}=\mathrm{Tr}P\tilde S-N_e=\Delta N$ gives the crude estimate $E_x\Delta N/N_e$. On (20,50), $\Delta N=37.989565-38=-0.010435$ and the estimate is $23.77\times0.010435/38=6.5$ m$E_h$, against $6.17+0.19=6.36$. On (30,110), $\Delta N=0.001397$ gives $-0.87$ against $-0.92$ m$E_h$, and on (40,194), $\Delta N=-0.000045$ gives $0.028$ against $0.042$ m$E_h$. The shift that fitting makes in the energy, plain minus fitted, follows the miscounted electron number in sign and rough size, and $\mathrm{Tr}\,PQ\tilde S=N_e$ removes that miscount. The plain error itself follows it only when the residual contribution is small, as in this orientation; on one rotated (20,50) grid the estimate is $+0.19$ m$E_h$, the shift $+0.12$ m$E_h$ and the plain error $-1.13$ m$E_h$.

The molecule is below the cost crossover. It has $44\cdot45/2=990$ pairs and $990\cdot991/2=490545$ distinct four-index integrals, while the coarsest grid needs $1988\times990=1968120$ potential integrals. With $m=1988/44\approx45$ the unscreened counts would cross near $N\approx180$.

## Numbers as computed

```
chain: alpha 1.0 bohr^-2, spacing 2.0 bohr, tau 1e-07 Eh, S_nn 0.13534
t2/t1 0.25 N  40 M  2200 integrals   197100 per point    89.6 max|dK| 3.5e-08 Eh
t2/t1 1.00 N  40 M  2200 integrals   395200 per point   179.6 max|dK| 1.5e-08 Eh
t2/t1 0.25 N  80 M  4200 integrals   433100 per point   103.1 max|dK| 3.5e-08 Eh
t2/t1 1.00 N  80 M  4200 integrals  1533500 per point   365.1 max|dK| 1.5e-08 Eh
t2/t1 0.25 N 160 M  8200 integrals   905100 per point   110.4 max|dK| 3.5e-08 Eh
t2/t1 1.00 N 160 M  8200 integrals  5937100 per point   724.0 max|dK| 1.5e-08 Eh
t2/t1 0.25 N 320 M 16200 integrals  1849100 per point   114.1 max|dK| 3.5e-08 Eh
t2/t1 1.00 N 320 M 16200 integrals 22982200 per point  1418.7 max|dK| 1.5e-08 Eh
t2/t1 0.25 local exponents 1.136 1.063 1.031
t2/t1 1.00 local exponents 1.956 1.953 1.953
coarse chain N 8, h 0.9 bohr, 3 radial points: max|St-S| 4.520e-03
omega 0.01 bohr^-1: rel err plain 3.0571e-03 limit 3.0572e-03 fitted 5.5374e-07
omega 0.005 bohr^-1: rel err plain 3.0569e-03 limit 3.0569e-03 fitted 1.3846e-07
fitted error ratio on halving omega 3.9992
dE plain: difference 0.343947693 Eh, formula 0.343947693 Eh
dE fitted: difference 0.342478575 Eh, formula 0.342478575 Eh, sym(QK) 0.342477275 Eh
one function, h 1 bohr: K 2.256758 Eh, shift 0.24882 bohr, St 1.0001070
  rel err plain 2.2e-16, fitted -1.070e-04
Au2 R 2.5 angstrom, N 44, electrons 38, E_RHF -269.085112 Eh
gap 0.2792 Eh, E_x -23.773601 Eh, |K| 11.7409 Eh
grid (20,50) M 1988, integrals 1968120, Tr(P St) 37.989565
  |St-S| 3.307e-02; in-span term 2.124e-02 Eh, residual term 1.452e-02 Eh
  |dK| sym plain 1.456e-02 Eh, fitted 1.226e-02 Eh, gain 1.19
  antisym plain 2.528e-03 Eh, fitted 7.593e-03 Eh; |r|/|g| 0.1756
  dE_x plain 6.1724 mEh (167.96 meV), fitted -0.1869 mEh (-5.09 meV)
grid (30,110) M 6582, integrals 6516180, Tr(P St) 38.001397
  |St-S| 1.895e-03; in-span term 2.343e-03 Eh, residual term 1.540e-03 Eh
  |dK| sym plain 3.030e-03 Eh, fitted 1.407e-03 Eh, gain 2.15
  antisym plain 4.202e-04 Eh, fitted 6.259e-04 Eh; |r|/|g| 0.1751
  dE_x plain -0.7505 mEh (-20.42 meV), fitted 0.1683 mEh (4.58 meV)
grid (40,194) M 15498, integrals 15343020, Tr(P St) 37.999955
  |St-S| 1.579e-04; in-span term 3.411e-04 Eh, residual term 1.815e-04 Eh
  |dK| sym plain 2.789e-04 Eh, fitted 1.772e-04 Eh, gain 1.57
  antisym plain 6.635e-05 Eh, fitted 3.950e-05 Eh; |r|/|g| 0.1751
  dE_x plain 0.0372 mEh (1.01 meV), fitted -0.0043 mEh (-0.12 meV)
```
